# Why silicon junction leakage steepens from half-gap to full-gap activation

**Question.** A reverse-biased silicon p–n junction leaks a little near room temperature and much more when hot. On an Arrhenius plot the cool part has a slope of roughly half the band gap and the hot part a slope of roughly the full gap. The silicon and its traps are the same throughout. Why does the slope change, where does it change, and how close are the two slopes to half the gap and the gap?

**Answer.** Reverse bias sweeps carriers out of the junction, so a steady leakage current must be fed by new electron–hole pairs. In the model used here the pairs are born at traps near midgap, in two places: the depleted layer, and the neutral silicon next to it. A trap works at very different rates in the two places.

## One trap in two surroundings

Let $n$ and $p$ be the electron and hole densities and $n_i$ the intrinsic density. A trap is either empty or filled by one electron. Take equal capture coefficients $c$ for electrons and holes, and a trap density $N_t$, so that the lifetime of both carriers is $\tau=1/(cN_t)$.

An empty trap captures electrons at the rate $cn$. The emission rate $e_n$ of a filled trap follows from equilibrium, where capture and emission must balance. If $f$ is the filled fraction, $E_t$ the trap level, $E_i$ the intrinsic level and $E_F$ the Fermi level, then

$$\frac{1-f}{f}=e^{-(E_F-E_t)/kT},\qquad n=n_i e^{(E_F-E_i)/kT},$$

$$e_n=cn\,\frac{1-f}{f}=c\,n_i e^{(E_t-E_i)/kT}.$$

(A spin degeneracy factor can be absorbed in $E_t$.) The same argument for holes gives an emission rate $c\,n_i e^{-(E_t-E_i)/kT}$. For a midgap trap, $E_t=E_i$, both emission rates are $cn_i$.

A trap becomes filled by capturing an electron or by emitting a hole, and becomes empty by emitting an electron or capturing a hole. In a steady state

$$(1-f)(n+n_i)=f(p+n_i)\quad\Rightarrow\quad 1-f=\frac{p+n_i}{n+p+2n_i}.$$

The net pair generation rate $G$ per volume is hole emission minus hole capture:

$$G=\frac{n_i(1-f)-pf}{\tau}=\frac{n_i(p+n_i)-p(n+n_i)}{\tau(n+p+2n_i)}=\frac{n_i^2-np}{\tau(n+p+2n_i)}.$$

*Depleted layer.* With $n$ and $p$ far below $n_i$, there is nothing to capture. The trap alternately emits an electron and a hole, and is empty half the time:

$$G=\frac{n_i}{2\tau}.$$

*Neutral n-type silicon, holes drained away.* Here $n=N_D$, the donor density, with $N_D\gg n_i$, and $p=0$. Electrons refill the trap quickly, so its empty fraction is only about $n_i/N_D$. A hole can be emitted only from an empty trap, hence

$$G=\frac{n_i}{\tau}\times\frac{n_i}{N_D}=\frac{n_i^2}{N_D\tau}.$$

Since $n_i$ contains $e^{-E_g/2kT}$, with $E_g$ the gap, the depleted layer carries one half-gap factor. The neutral silicon carries two: one for the emission and one for finding the trap empty. That is the origin of the full gap.

## The current from the depleted layer

Consider a one-sided junction: a heavily doped p side with acceptor density $N_A$, and an n side with $N_D\ll N_A$. The reverse bias $V_R$ is many $kT/q$. Energies are in eV and potentials in V, so $kT$ in a sum of potentials means $kT/q$.

Measure the distance $s$ from the edge of the neutral n side into the depleted layer, and let $\varphi(s)$ be the potential drop from the neutral side. The donor charge gives $\varphi''=qN_D/\varepsilon$, and $\varphi$ and $\varphi'$ vanish at $s=0$. Therefore

$$\varphi=\frac{qN_D s^2}{2\varepsilon},\qquad s=\sqrt{\frac{2\varepsilon\varphi}{qN_D}}.$$

Not all of this layer generates at the full rate, because electrons spill in from the n side and holes from the p side. With flat quasi-Fermi levels $n=N_De^{-\varphi/kT}$, which falls to $n_i$ at

$$\varphi=\varphi_F,\qquad \varphi_F=kT\ln\frac{N_D}{n_i}.$$

Holes spilling in from the p side follow their own flat level, separated by $V_R$ from that of the electrons, so $p=(n_i^2/N_D)\,e^{(\varphi-V_R)/kT}$. This reaches $n_i$ at $\varphi=V_R+\varphi_F$. Carriers generated inside the layer add to both densities, but only by amounts far below $n_i$. Both densities lie below $n_i$ between these points, over the width

$$W_g=\sqrt{\frac{2\varepsilon}{qN_D}}\left[\sqrt{V_R+\varphi_F}-\sqrt{\varphi_F}\right].$$

Treating the edges as sharp, the generation current per area is

$$J_{gen}=\frac{q\,n_iW_g}{2\tau}.$$

## The current from the neutral side

In the neutral n side set $n=N_D$ and neglect $p+2n_i$ beside $N_D$. The trap law becomes $G=(p_0-p)/\tau$, with $p_0=n_i^2/N_D$ the equilibrium hole density. Let $x$ run from the depletion edge into the neutral side. Hole diffusion with diffusivity $D_p$ obeys

$$D_p\frac{d^2p}{dx^2}=\frac{p-p_0}{\tau}.$$

The reverse-biased junction removes every hole that arrives, so $p(0)=0$. Deep inside, $p=p_0$. The solution is

$$p=p_0\left(1-e^{-x/L_p}\right),\qquad L_p=\sqrt{D_p\tau}.$$

The hole flux into the junction is $D_p\,p'(0)=D_pp_0/L_p$. Because $D_p/L_p=L_p/\tau=\sqrt{D_p/\tau}$,

$$J_{diff}=\frac{q\,n_i^2}{N_D}\sqrt{\frac{D_p}{\tau}}=q\,\frac{n_i^2}{N_D\tau}\,L_p.$$

The last form shows the meaning: the junction collects as many pairs as one diffusion length would make at the full neutral rate. This "diffusion current" is also a generation current. Diffusion is how its holes reach the junction.

In steady state each pair sends its hole to the p side and its electron to the n contact. The contributions add, $J=J_{gen}+J_{diff}$, where $J$ is the magnitude of the reverse current.

## What an Arrhenius slope measures

Define the apparent activation energy as minus the slope of $\ln J$ against $1/kT$. Since $d(1/kT)=-dT/(kT^2)$,

$$E_a=kT^2\frac{d\ln J}{dT}.$$

With fixed band masses the densities of states obey $N_cN_v\propto T^3$, so $n_i\propto T^{3/2}e^{-E_g/2kT}$. Its slope, called $E_{1/2}$ here, is

$$E_{1/2}=kT^2\left[\frac{3}{2T}-\frac{1}{2kT}\frac{dE_g}{dT}+\frac{E_g}{2kT^2}\right]=\frac H2+\frac32kT,$$

$$H=E_g-T\frac{dE_g}{dT}.$$

The slope therefore does not see the gap at the measuring temperature. It sees $H$, the value reached by extending the tangent of $E_g(T)$ to $T=0$. Silicon's gap shrinks on heating, so $H>E_g$.

The width adds a little to the generation slope. From the definition of $\varphi_F$,

$$\frac{d\varphi_F}{dT}=\frac{\varphi_F}{T}-kT\frac{d\ln n_i}{dT}=-\frac{E_{1/2}-\varphi_F}{T}.$$

Differentiating the bracket in $W_g$ gives

$$\frac12\left[\frac1{\sqrt{V_R+\varphi_F}}-\frac1{\sqrt{\varphi_F}}\right]=-\frac{\sqrt{V_R+\varphi_F}-\sqrt{\varphi_F}}{2\sqrt{\varphi_F(V_R+\varphi_F)}},$$

so $d\ln W_g/d\varphi_F=-1/[2\sqrt{\varphi_F(V_R+\varphi_F)}]$. The two minus signs cancel, and for constant $\tau$

$$E_{gen}=E_{1/2}+\frac{kT\,(E_{1/2}-\varphi_F)}{2\sqrt{\varphi_F(V_R+\varphi_F)}}.$$

For diffusion, take $D_p\propto T^{-1.2}$, a rough law for lightly doped silicon. The square root contributes $-0.6\,kT$:

$$E_{diff}=2E_{1/2}-0.6\,kT=H+2.4\,kT.$$

For the sum, $dJ/dT=(J_{gen}E_{gen}+J_{diff}E_{diff})/kT^2$. Dividing by $J$,

$$E_a=\frac{J_{gen}E_{gen}+J_{diff}E_{diff}}{J_{gen}+J_{diff}}.$$

The measured slope is a current-weighted mean. An intermediate value, such as three quarters of the gap, need not signal a trap with that energy.

## Where the change happens

Setting $q n_iW_g/(2\tau)=q n_i^2L_p/(N_D\tau)$ gives

$$n_i=\frac{N_DW_g}{2L_p}.$$

The neutral side is the weaker source per volume by the factor $2n_i/N_D$, but it supplies a layer thicker by $L_p/W_g$. The crossover comes when these factors compensate. A shorter lifetime reduces $L_p$ and moves the crossover to higher temperature. All this assumes a neutral side much thicker than $L_p$. In a thinner one the back surface matters: a contact that holds $p$ at $p_0$ raises $J_{diff}$ above the formula, and a surface that reflects holes lowers it. In the reflecting case, once $L_p$ far exceeds the thickness, both currents scale as $1/\tau$ and the crossover hardly depends on the lifetime.

The change is gradual. The ratio $r=J_{diff}/J_{gen}$ obeys $d\ln r/dT=(E_{diff}-E_{gen})/kT^2$. Taking the diffusion share from 10% to 90% takes $r$ from $1/9$ to $9$, a factor of 81. With the right-hand side held at its crossover value, this needs

$$\Delta T\approx\frac{kT^2\ln 81}{E_{diff}-E_{gen}}.$$

## A worked diode

Take $N_D=2\times10^{15}$ cm$^{-3}$, $\tau=30$ µs, $V_R=5$ V, $\varepsilon=11.7\,\varepsilon_0$ and $D_p=12$ cm²/s at 300 K. The gap in eV is $1.17-4.73\times10^{-4}T^2/(T+636)$ with $T$ in K. At 300 K, $N_c=2.9\times10^{19}$ and $N_v=3.1\times10^{19}$ cm$^{-3}$. These material values are rough typical ones. In real silicon $N_cN_v$ grows somewhat faster than $T^3$. Fits that include this raise $E_{1/2}$ at 300 K by about 0.006 eV, $E_{diff}$ at 300 K by about 0.01 eV and $E_a$ at 480 K by about 0.02 eV, and they move the crossover by 1 to 2 K. The third decimal of the slopes below therefore belongs to the model, not to silicon.

At 300 K, $E_g=1.1245$ eV, $kT=0.02585$ eV, $n_i=1.075\times10^{10}$ cm$^{-3}$ and $\varphi_F=0.314$ V. The prefactor of $W_g$ is 804 nm/V$^{1/2}$, so

$$W_g=804\,(2.305-0.560)\ \text{nm}=1403\ \text{nm},$$

$$J_{gen}=\frac{(1.602\times10^{-19})(1.075\times10^{10})(1.403\times10^{-4})}{2(30\times10^{-6})}=4.03\times10^{-9}\ \text{A/cm}^2,$$

$$J_{diff}=\frac{(1.602\times10^{-19})(1.075\times10^{10})^2}{2\times10^{15}}\sqrt{\frac{12}{30\times10^{-6}}}=5.85\times10^{-12}\ \text{A/cm}^2.$$

Generation wins by a factor of nearly 700, although $L_p=190$ µm is about 135 times $W_g$. The trap occupancy explains this: the empty fraction is 0.5 in the depleted layer and $5.4\times10^{-6}$ in neutral silicon without holes.

For the slopes, $H=1.2009$ eV and $E_{1/2}=0.6005+0.0388=0.639$ eV. The width adds 0.003 eV, giving $E_{gen}=0.642$ eV. Diffusion has $E_{diff}=1.263$ eV.

The last column below comes from a numerical solution of the same diode in one dimension. It solves Poisson's equation with flat majority quasi-Fermi levels, then both continuity equations with the full trap law, on a finite-volume grid. It assumes neither a sharp $W_g$ nor two separate currents. Its p side has $N_A=10^{19}$ cm$^{-3}$ and a depth of 2 µm; its n side is 700 µm deep. The electron diffusivity is set to 5 cm²/s throughout, a value meant for the p side. Currents are in A/cm² and energies in eV.

| $T$ (K) | $J_{gen}$ | $J_{diff}$ | $E_a$ formula | $E_a$ numerical |
|---|---|---|---|---|
| 300 | 4.03e-9 | 5.85e-12 | 0.643 | 0.644 |
| 350 | 1.45e-7 | 6.58e-9 | 0.681 | 0.683 |
| 400 | 2.23e-6 | 1.37e-6 | 0.907 | 0.904 |
| 450 | 1.96e-5 | 9.24e-5 | 1.204 | 1.183 |
| 480 | 5.90e-5 | 7.75e-4 | 1.280 | 1.213 |

The currents are equal at 411 K (138 °C), where $W_g=1482$ nm and $L_p=157$ µm:

$$n_i=\frac{(2\times10^{15})(1.482\times10^{-4})}{2(1.571\times10^{-2})}=9.4\times10^{12}\ \text{cm}^{-3}.$$

There $E_a=0.986$ eV, the plain mean of the two slopes. In these formulas the diffusion share passes 10% at 366 K and 90% at 469 K, a span of 103 K; keeping the neglected $2n_i$ in the neutral-side trap law raises the upper point by about 1.5 K, and including the soft edges of the depleted layer as well raises it by about 4 K in all. The estimate for $\Delta T$ gives 101 K, with a slope difference of 0.63 eV.

The nominal labels are loose. At 300 K the slope is 0.57 of the actual gap. At 480 K the gap is 1.072 eV, yet both values of $E_a$ exceed it. No pair needs more than the gap: the excess comes from the shrinking gap and the powers of $T$.

Extrapolation across the change goes badly wrong. Extending the 300 K current to 450 K with a constant 0.643 eV multiplies it by about 4000 and gives $1.6\times10^{-5}$ A/cm², seven times below the model's $1.12\times10^{-4}$ A/cm². Going from 450 K down to 300 K with 1.204 eV gives a current about 200 times too small.

## Where the simple formula drifts

At 300 K the numerical current is $4.13\times10^{-9}$ A/cm², and the formula is 2.3% below it. Most of this comes from two effects at the edges of the layer, of similar size. Near the electron edge $G\propto1/(2+n/n_i)$, which falls to half its plateau at $n=2n_i$, not at $n_i$. Each edge of the generating layer thus moves outward by $kT\ln2$ in potential, which adds about 16 nm. Electrons spilling into the layer also screen some donor charge. With them $\varphi''=(qN_D/\varepsilon)(1-e^{-\varphi/kT})$. Multiplying by $\varphi'$ and integrating gives $\varphi'^2=(2qN_D/\varepsilon)[\varphi-kT(1-e^{-\varphi/kT})]$. Beyond a few $kT$ this replaces $\varphi$ by $\varphi-kT$ in the field, and it adds about 14 nm. Together these are 2.1% of $W_g$.

At 480 K the formula is instead 7% above the numerical current, $7.81\times10^{-4}$ A/cm². Now $n_i/N_D=0.071$, and the neglected $2n_i$ in the trap law matters. It lengthens the neutral-side lifetime to $\tau(1+2n_i/N_D)$, which lowers $J_{diff}$ by the factor $1/\sqrt{1.142}=0.94$. As this factor falls on heating, it also lowers $E_{diff}$ by about 0.04 eV, the larger part of the 0.07 eV gap between the two values of $E_a$. Much of the remainder is an artefact of the numerical solution. Its potential is not updated for the current, so electrons leave the n side by diffusion alone. Their flux, $4.9\times10^{15}$ cm$^{-2}$ s$^{-1}$, then needs a density rise of about $5\times10^{13}$ cm$^{-3}$ towards the junction, nearly 3% of $N_D$. This lowers the numerical current by about 2%. Because the rise grows with the current, it also takes roughly 0.02 eV off the numerical slope. In a real diode a weak field carries these electrons and $n$ stays close to $N_D$. With the potential updated self-consistently, the numerical slope becomes 1.186 eV at 450 K and about 1.235 eV at 480 K, while the entries up to 400 K are unchanged. Once $n_i$ approaches $N_D$, the division into a depleted layer and an extrinsic neutral side fails.

## When the trap is not at midgap

Let $E_t=E_i+\Delta$, with $\Delta$ fixed. In the depleted layer the trap must still emit an electron and a hole in turn. The mean time per pair is the sum of the two waiting times, so

$$G=\frac{n_i}{\tau\left(e^{\Delta/kT}+e^{-\Delta/kT}\right)}=\frac{n_i}{2\tau\cosh(\Delta/kT)}.$$

The extra slope is

$$-kT^2\frac{d}{dT}\ln\cosh\frac{\Delta}{kT}=\Delta\tanh\frac{\Delta}{kT}.$$

For $\Delta=0.15$ eV at 300 K this is 0.150 eV, and with the width held fixed the slope rises from 0.639 to 0.789 eV. The slower emission controls the pair rate. With equal capture coefficients, a constant lifetime and no tunnelling, a slope close to $E_{1/2}$ thus requires traps within about $kT$ of midgap. In a real diode a lifetime that grows with temperature, or tunnelling, can lower the slope and hide a somewhat larger offset. Unequal capture coefficients can hide one too, because the slower emission need not be the one with the larger energy. If the coefficient for the carrier with the larger emission energy is 1000 times the other, a level 0.08 eV from $E_i$ gives a slope of 0.61 eV at 300 K, against 0.72 eV for equal coefficients. A slope near half the gap therefore does not by itself fix the trap level.

In neutral silicon the level drops out: the hole emission rate has the factor $e^{-\Delta/kT}$ and the empty fraction has $e^{\Delta/kT}$. Their product is unchanged while $n_ie^{|\Delta|/kT}\ll N_D$. The full-gap slope then survives, and the weaker depleted-layer generation lets diffusion take over at a lower temperature. The condition is stricter than $n_i\ll N_D$. In the worked diode with $\Delta=0.15$ eV, the crossover moves to about 330 K, where $n_ie^{\Delta/kT}/N_D$ is only 0.01. At 450 K this ratio exceeds one, and the diffusion slope has dropped to about 1.18 eV.

## Beside a real diode

The lifetime is the least transferable input, since it depends strongly on processing. Reducing it to 3 µs, with all else fixed, moves the crossover from 411 to 439 K.

Two omitted effects can be sized. The peak field at 300 K is 0.060 MV/cm, and carriers can tunnel through part of the barrier while being emitted. For a triangular barrier, tunnelling mass $m=0.25\,m_e$ and field $F$, the emission factor in SI units is

$$1+\int_0^{E_g/2kT}e^{u-Ku^{3/2}}du,\qquad K=\frac{4\sqrt{2m}\,(kT)^{3/2}}{3q\hbar F}.$$

Averaged over the whole depleted layer, it is 1.41 at 300 K and 1.27 at the crossover. Weighted by the local generation rate, which favours the higher fields, it is about 1.5 and 1.3. The p side also supplies electrons. For a depth of 2 µm and an assumed gap narrowing of 0.08 eV, they add 9% to $J_{diff}$ at the crossover. Both corrections together move the crossover to about 415 K. Because the tunnelling factor falls on heating, it also lowers $E_{gen}$ at 300 K by about 0.01 eV. A trap that attracts the emitted carrier by a Coulomb force has its barrier lowered by the field as well, by $\sqrt{qF/(\pi\varepsilon)}\approx0.05$ V at the peak field. This speeds only one of the two emissions, so for a midgap trap it raises $G$ by at most a factor of two. It is not included here.

Real lifetimes also vary with temperature. If $\tau\propto T^{1.5}$, a rough assumption, $E_{gen}$ falls by 0.039 eV at 300 K and $E_{diff}$ by 0.031 eV at 480 K.

The model assumes a guard ring that removes edge currents. Without one, traps at a depleted surface add a current that also scales with $n_i$ if they lie near midgap. This would prolong the half-gap range; its size depends on the surface and is not estimated here.

Numerical values quoted here were computed with a short program.
